# Charge states competing for crystal sites, from dilution to saturation, part 1

(Sections cited here and not found follow in the second part.)

## First half: weights, counting and mean occupations

A crystal of volume \(V\) contains \(M\) equivalent sites, so the site density is \(N=M/V\). Each site is either in its host state or holds one impurity atom in place of the host atom. The impurity can occur in several charge states \(q\), where \(q=+1\) means one electron fewer than in the neutral state. A site holds at most one impurity, and an impurity has one charge state at a time.

The crystal exchanges atoms and electrons with reservoirs at temperature \(T\). Their chemical potentials, including the Fermi level, are given. Apart from sharing the sites, the impurities do not interact: the free energy needed to create one does not depend on where the others are or how many there are. This is a model assumption, and it becomes more doubtful as the sites fill.

The charge \(q\) is a pure number that counts elementary charges, so \(q\) times an electron energy is an energy. Numerical energies are in eV and lengths in angstrom.

### (a) The weight of one impurity

**Question.** Find the statistical weight of a site holding an impurity in charge state \(q\), relative to the same site in its host state. Trace the sign with which the Fermi level enters.

**Solution.** Let \(D_q\) be the free energy of the crystal with one impurity at a specified site and in one specified internal state of charge \(q\), minus the free energy of the host crystal. It includes the electronic energy and the change in vibrational free energy. It does not include the entropy of choosing the site, which is counted separately in part (b).

In a grand canonical ensemble, a state with free energy \(\mathcal F\) and particle numbers \(N_i\) has the weight

\[
\exp\left[-\frac{\mathcal F-\sum_i \mu_i N_i}{k_BT}\right].
\]

Creating the impurity changes three particle numbers. One impurity atom enters, which contributes \(-\mu_X\) to the numerator. One host atom leaves, which contributes \(+\mu_H\). Both are counted as neutral atoms. The electron number then differs from that of the neutral system by \(-q\), because a positive charge means missing electrons. With the electron chemical potential \(\mu_e\), the last contribution is \(-\mu_e(-q)=+q\mu_e\).

Measure the Fermi level \(E_F\) from the valence-band edge \(E_v\), so that \(\mu_e=E_v+E_F\). The total change is the formation free energy

\[
G_q = D_q-\mu_X+\mu_H+q(E_v+E_F).
\]

The energies \(D_q\) and \(E_v\) must refer to the same zero of electrostatic potential. Suppose a change of this zero shifts every electron energy by \(s\). The energies of the nuclei then shift the opposite way, by \(-s\) per unit of nuclear charge, so neutral atoms are unaffected. Hence \(D_q\) changes by \(-qs\), because \(q\) electrons are missing, while \(qE_v\) changes by \(+qs\). The sum is unaffected. If the two energies were taken from calculations with different zeros, an error proportional to \(q\) would remain.

Write the impurity chemical potential as a reference value plus a shift, \(\mu_X=\mu_X^0+\Delta\mu\), and collect the fixed terms:

\[
A_q=D_q-\mu_X^0+\mu_H+qE_v,
\qquad
G_q=A_q+qE_F-\Delta\mu .
\]

Raising \(E_F\) makes positive states more costly, since the electrons they release must be placed in a reservoir of higher energy. It makes negative states cheaper. Raising \(\Delta\mu\) lowers every \(G_q\) by the same amount, because each charge state contains one impurity atom. At a fixed number of sites only the difference \(\mu_X-\mu_H\) enters, so \(\Delta\mu\) is really the shift of this difference. Treating \(\mu_H\) as fixed is a choice of bookkeeping: at high filling \(\mu_H\) need not stay at its pure-host value, as part (e) notes.

The impurity may have \(g_q\) internal states of equal free energy, for example the two spin directions of an unpaired electron. The host state is taken to be nondegenerate. Adding \(g_q\) equal weights gives

\[
w_q=g_q\exp\left(-\frac{G_q}{k_BT}\right).
\]

This is a ratio of weights and not a probability. It can exceed 1, which means that a site is more likely to be in state \(q\) than in its host state.

### (b) Counting arrangements with exclusion

**Question.** Let \(n_q\) sites hold impurities in charge state \(q\). Count the arrangements and sum their weights over all permitted numbers.

**Solution.** The total number of impurities is \(n=\sum_q n_q\), and \(M-n\) sites remain in the host state. Place the \(M\) sites in a row in any order. Assign the first group to one charge state, the next group to another, and so on, with the last \(M-n\) sites left as host. There are \(M!\) orders, but reordering sites within a group does not change the arrangement. The number of different arrangements is therefore

\[
\Omega(\{n_q\})=
\frac{M!}{(M-n)!\,\prod_q n_q!}.
\]

The factor \((M-n)!\) carries the exclusion: all charge states draw on the same supply of host sites. Because the impurities do not otherwise interact, each arrangement has the weight \(\prod_q w_q^{n_q}\). The partition function, relative to the host crystal, is

\[
\Xi=\sum_{\substack{\{n_q\}\\ n\le M}}
\frac{M!}{(M-n)!\,\prod_q n_q!}\,
1^{M-n}\prod_q w_q^{n_q}.
\]

The factor \(1^{M-n}\) is the weight of the host sites. This is the multinomial expansion of a power. With

\[
W=\sum_q w_q,
\]

the sum is

\[
\Xi=(1+W)^M .
\]

The expansion has a direct meaning. Each of the \(M\) factors \(1+W\) represents one site, and choosing one term from every factor specifies one arrangement. For two sites and two charge states with weights \(a\) and \(b\),

\[
(1+a+b)^2=1+2a+2b+a^2+b^2+2ab .
\]

The term \(2a\) says that one impurity of the first kind can occupy either site. The term \(2ab\) says that one impurity of each kind can be placed in two ways. If both could also occupy the same site, there would be four ways.

No large-\(M\) approximation has been used. Within the model, the result holds for any number of sites.

### (c) Mean concentrations

**Question.** Obtain the mean concentration of each charge state and of all impurities together. What is the largest total concentration that the model permits?

**Solution.** Treat the weights as independent variables. Since

\[
w_r\frac{\partial}{\partial w_r}w_r^{n_r}=n_r w_r^{n_r},
\]

applying this operation to \(\Xi\) multiplies each term by its value of \(n_r\). Division by \(\Xi\) gives the mean:

\[
\langle n_r\rangle
=\frac{w_r}{\Xi}\frac{\partial\Xi}{\partial w_r}
=w_r\frac{\partial\ln\Xi}{\partial w_r}.
\]

From part (b), \(\ln\Xi=M\ln(1+W)\), and \(\partial W/\partial w_r=1\). Hence

\[
\langle n_r\rangle=\frac{M w_r}{1+W}.
\]

Define the site fraction \(\theta_r=\langle n_r\rangle/M\). Division by the volume then gives the concentration:

\[
\theta_r=\frac{w_r}{1+W},
\qquad
c_r=N\theta_r=\frac{N w_r}{1+W}.
\]

Adding the charge states gives the total fraction \(\theta\) and the remaining host fraction:

\[
\theta=\sum_r\theta_r=\frac{W}{1+W},
\qquad
1-\theta=\frac{1}{1+W}.
\]

For finite \(W\) the host fraction is positive, so the total concentration \(N\theta\) is less than \(N\). It rises with \(W\), since \(d\theta/dW=1/(1+W)^2>0\), and approaches \(N\) as \(W\to\infty\). The site density is thus a limit that is approached but not reached at finite weights.

The denominator contains the weights of all charge states, even when the concentration of one state is wanted. A site taken by any of them is unavailable to the rest.

These fractions were tested against a direct Boltzmann sum for six sites. The example in part (h) has one positive, one neutral and one negative state, with two internal states for the neutral one. Together with the host state this makes five possibilities per site and \(5^6=15625\) microstates. Over three Fermi levels and six values of \(\Delta\mu\), the largest difference in any site fraction was \(8\times10^{-14}\), which is at the level of rounding error.

### (d) The same result from a free-energy minimum

**Question.** For a large crystal, write the grand potential per site as a function of the site fractions. Find its minimum and identify the contribution due to exclusion.

**Solution.** In this part the \(\theta_q=n_q/M\) are trial values, to be fixed by the minimum. One term of the partition function is \(t=\Omega\prod_q w_q^{n_q}\). For large numbers, Stirling's formula gives \(\ln m!\simeq m\ln m-m\), with an error that grows only logarithmically in \(m\). Thus

\[
\begin{aligned}
\ln t\simeq{}& M\ln M-M-(M-n)\ln(M-n)+(M-n)\\
&-\sum_q n_q\ln n_q+\sum_q n_q+\sum_q n_q\ln w_q .
\end{aligned}
\]

The terms without logarithms cancel, because \(-M+(M-n)+n=0\). Insert \(n_q=M\theta_q\). The terms containing \(\ln M\) have the coefficient \(M[1-(1-\theta)-\theta]=0\), and they cancel too. What remains is

\[
\frac{\ln t}{M}\simeq
-(1-\theta)\ln(1-\theta)
-\sum_q\theta_q\ln\theta_q
+\sum_q\theta_q\ln w_q .
\]

Define the grand potential per site by \(\phi=-k_BT\ln t/M\), and use \(\ln w_q=\ln g_q-G_q/k_BT\):

\[
\frac{\phi}{k_BT}=
\sum_q\theta_q\frac{G_q}{k_BT}
+\sum_q\theta_q\ln\frac{\theta_q}{g_q}
+(1-\theta)\ln(1-\theta).
\]

When \(\theta_r\) is varied, \(\theta\) changes by the same amount. The derivative of the second term is \(\ln(\theta_r/g_r)+1\), and that of the third is \(-\ln(1-\theta)-1\). The constants cancel, so the stationary condition is

\[
G_r+k_BT\ln\frac{\theta_r}{g_r}-k_BT\ln(1-\theta)=0 .
\]

The first term is the cost of forming the impurity at a given site. The second is the usual concentration term. The third is due to exclusion: it is positive and grows without bound as the host sites run out. Rearrangement gives

\[
\frac{\theta_r}{1-\theta}=w_r .
\]

Summing over \(r\) yields \(\theta/(1-\theta)=W\), so \(1-\theta=1/(1+W)\) and \(\theta_r=w_r/(1+W)\), as before.

The stationary point is a minimum. For any small changes \(v_q\) of the fractions, the second-order form is

\[
\sum_q\frac{v_q^2}{\theta_q}
+\frac{\left(\sum_q v_q\right)^2}{1-\theta}>0
\]

unless all \(v_q\) vanish. The function is therefore strictly convex and has no other minimum.

To find its value there, insert \(\ln(\theta_q/g_q)=-G_q/k_BT+\ln(1-\theta)\). The formation terms cancel:

\[
\frac{\phi_{\min}}{k_BT}
=\theta\ln(1-\theta)+(1-\theta)\ln(1-\theta)
=-\ln(1+W).
\]

This equals \(-\ln\Xi/M\) from part (b). The largest term suffices for a large crystal because, with \(K\) charge states, there are at most \((M+1)^K\) terms. The sum can exceed its largest term by no more than this factor, which adds at most \(K\ln(M+1)/M\) per site to the logarithm. That contribution vanishes as \(M\) grows.

A numerical minimization for the main case of part (h) gave \(\phi_{\min}/k_BT=-1.474\), in agreement with \(-\ln 4.368\). The minimizing fractions also passed the test against the formula.

## Second half: dilution, filling and competition

The symbols needed from the first half are these. There are \(N\) sites per unit volume, and charge state \(q\) has degeneracy \(g_q\) and formation free energy \(G_q=A_q+qE_F-\Delta\mu\). Here \(E_F\) is the Fermi level above the valence-band edge, and \(\Delta\mu\) is the shift of the impurity chemical potential. The weights and site fractions are

\[
w_q=g_qe^{-G_q/k_BT},\qquad
W=\sum_qw_q,\qquad
\theta_q=\frac{w_q}{1+W},
\]

and the total fraction is \(\theta=W/(1+W)\). The concentrations are \(c_q=N\theta_q\). The number of arrangements is \(M!/[(M-n)!\prod_qn_q!]\) for \(n\) impurities on \(M\) sites. The impurities interact only by excluding one another from a site.

### (e) What the dilute law leaves out

**Question.** Remove exclusion from the counting and find the resulting concentrations. How large is their error, and which quantity must be small?

**Solution.** The part of the count that records the loss of available sites is

\[
\frac{M!}{(M-n)!}
=M(M-1)\cdots(M-n+1).
\]

The first impurity has \(M\) sites to choose from, the second \(M-1\), and so on. If occupied sites are not removed from the supply, this product becomes \(M^n=\prod_qM^{n_q}\). The factors \(1/n_q!\) are kept, which is Boltzmann counting. It is not the exact number of ways to place identical impurities that may share a site: for two on two sites there are three such ways, while \(M^n/n!=2\). That exact count would give a mean of \(w_q/(1-w_q)\) per site, which agrees with the result below to first order in \(w_q\). The numbers \(n_q\) are then no longer limited by \(M\), and the sum separates:

\[
\Xi_{\rm dil}
=\prod_q\sum_{n_q=0}^{\infty}\frac{(Mw_q)^{n_q}}{n_q!}
=\prod_q e^{Mw_q}
=e^{MW}.
\]

The derivative used in part (c) now gives

\[
\langle n_q\rangle_{\rm dil}
=w_q\frac{\partial(MW)}{\partial w_q}
=Mw_q,
\qquad
c_q^{\rm dil}=Nw_q .
\]

This is the dilute Boltzmann concentration. It has no upper bound. For the main case below, explicit number sums without exclusion passed the test against \(Mw_q\), and for six sites they gave a mean total of more than six impurities.

The ratio to the result with exclusion is

\[
\frac{c_q^{\rm dil}}{c_q}=1+W .
\]

Thus the dilute law is too high by the fraction \(W\), relative to the result with exclusion. The factor is the same for every charge state. A rare charge state is overestimated as strongly as the abundant one, because both lose the same fraction of available sites. The condition for using the dilute law is \(W\ll1\). A small \(w_q\) for the state of interest is not enough. These statements refer to weights built with the actual \(\mu_H\). For an elemental host that can gain or lose sites, the same ideal model gives \(\mu_H=\mu_H^0+k_BT\ln(1-\theta)\), with \(\mu_H^0\) the pure-host value and \(\theta\) the total fraction. Inserting this in \(\theta_q=(1-\theta)w_q\) cancels the factor \(1-\theta\), so weights built with \(\mu_H^0\) equal the site fractions themselves.

We have found the mean concentration of each charge state when all of them share the same sites, and shown that the dilute law exceeds it by the factor \(1+W\). What remains is to follow the filling of the sites and the competition between charge states, work through a numerical case, and see where the model fails.
